Thermal tilt of a perpendicular magnetic bit with a 60 kT barrier

**Problem**

A perpendicular magnetic bit stores its state in the direction of its magnetic moment, up or down along an easy axis normal to the film. Treat the bit as a single rigid moment of fixed length that can only rotate. Let θ be the angle between the moment and the easy axis. With no applied field and no preferred direction in the film plane, take the energy to be

E(θ) = E_b sin²θ.

The minima lie at θ = 0 and θ = π. The maximum, at θ = π/2, is the barrier of height E_b that separates the two states. The barrier is 60 times the thermal energy:

Δ = E_b/(k_B T) = 60, with T = 300 K.

The bit has been written "up". It has had time to reach thermal equilibrium inside that well, but has not switched, so 0 ≤ θ < π/2.

(a) What is the root-mean-square angle θ_rms = √⟨θ²⟩?

(b) What is the probability that, at a randomly chosen moment, the magnetization lies within θ₀ = 1° of the easy axis?

**First estimate by scaling**

The thermal energy and the barrier are

k_B T = 4.142 × 10⁻²¹ J,

E_b = 60 k_B T = 2.485 × 10⁻¹⁹ J = 1.551 eV.

The angles depend on these energies only through their ratio Δ, because the Boltzmann factor is exp(−E/(k_B T)) = exp(−Δ sin²θ).

For a small tilt sinθ ≈ θ, with θ in radians, so the energy is about E_b θ². Thermal agitation can supply an energy of order k_B T. Equating the two gives a typical angle θ_T:

E_b θ_T² ~ k_B T, hence θ_T ~ 1/√Δ = 0.129 rad = 7.4°.

For the probability, picture the tip of the moment wandering over a small patch of the unit sphere, roughly a disc of radius θ_T. The directions within θ₀ of the axis form a smaller disc of radius θ₀. If the tip spent equal time on equal areas of the patch, the probability would be the ratio of the areas:

P ~ (θ₀/θ_T)² = Δ θ₀².

With θ₀ = 1° = 0.017453 rad this is 60 × (0.017453)² = 0.0183, or about 2 percent.

The estimate fixes the dependence on Δ and θ₀, but not the numerical factors. It would have been equally reasonable to set the energy equal to k_B T/2. The typical angle would then be smaller by √2, about 5.2°, and the probability twice as large, about 3.7 percent. Choosing between these answers requires the actual distribution.

**Solution: the distribution of the angle**

In equilibrium each direction of a classical moment is weighted by its Boltzmann factor, and equal solid angles count equally before that factor is applied. The directions between θ and θ + dθ form a ring on the unit sphere. Its circumference is 2π sinθ and its width is dθ, so its solid angle is 2π sinθ dθ. The constant 2π cancels on normalization, and the probability density of θ within the well is

p(θ) = sinθ exp(−Δ sin²θ)/Z,

Z = ∫₀^(π/2) sinθ exp(−Δ sin²θ) dθ.

This is exact within the model. The integrals simplify with the variable w = sin²θ. Differentiating,

dw = 2 sinθ cosθ dθ,

and cosθ = √(1 − w) in the upper hemisphere, so

sinθ dθ = dw/(2√(1 − w)).

The factor 1/2 is common to numerator and denominator and drops out. The average and the probability become

⟨θ²⟩ = ∫₀¹ θ² e^(−Δw) (1 − w)^(−1/2) dw / ∫₀¹ e^(−Δw) (1 − w)^(−1/2) dw,

P(θ < θ₀) = ∫₀^(w₀) e^(−Δw) (1 − w)^(−1/2) dw / ∫₀¹ e^(−Δw) (1 − w)^(−1/2) dw,

where θ² = (arcsin √w)² in the first line and w₀ = sin²θ₀ in the second. Both can be evaluated numerically without further approximation. For a high barrier they also have simple leading forms.

**Solution: high barrier, leading order**

When Δ is large, e^(−Δw) confines w to values of order 1/Δ. Two simplifications follow. First, (1 − w)^(−1/2) ≈ 1 and θ² ≈ w, with relative errors of order 1/Δ. Second, the upper limit w = 1 may be moved to infinity. The factor (1 − w)^(−1/2) diverges at w = 1, so the first simplification fails there, but the divergence is integrable and is multiplied by e^(−Δ) = 8.8 × 10⁻²⁷. The whole region w > 0.9 holds only about 10⁻²³ of the weight. The normalizing integral is then

∫₀^∞ e^(−Δw) dw = 1/Δ,

so w has the density Δ e^(−Δw), a simple exponential. Its mean follows by integration by parts:

⟨θ²⟩ ≈ ∫₀^∞ w Δ e^(−Δw) dw = [−w e^(−Δw)]₀^∞ + ∫₀^∞ e^(−Δw) dw = 0 + 1/Δ.

Therefore

θ_rms = 1/√Δ.

The probability comes from the same density, with w₀ ≈ θ₀²:

P(θ < θ₀) = ∫₀^(w₀) Δ e^(−Δw) dw = 1 − exp(−Δ θ₀²).

For Δ = 60 and θ₀ = 1°,

⟨θ²⟩ = 1/60 = 0.016667 rad²,

θ_rms = 0.1291 rad = 7.40°,

P = 1 − exp(−0.018277) = 0.0181 = 1.81 percent.

The angle θ₀ must be in radians in the exponent, since sinθ ≈ θ was used.

**Equipartition as a check**

Let m_x = sinθ cosφ and m_y = sinθ sinφ be the transverse components of the unit vector along the moment, with φ the azimuth. The energy is

E = E_b (m_x² + m_y²),

a sum of two quadratic terms. For small tilts equal solid angles are equal areas dm_x dm_y, so equipartition applies to each term:

E_b ⟨m_x²⟩ = k_B T/2, hence ⟨m_x²⟩ = 1/(2Δ),

and likewise for m_y. Adding the two gives ⟨sin²θ⟩ ≈ 1/Δ, in agreement with the integral. This settles the factor left open by the scaling estimate. Energy k_B T/2 belongs to one transverse direction, and there are two. To this leading order, the rms tilt along one chosen axis is 1/√(2Δ) = 0.0913, or 5.23°, while the rms total angle is √2 times larger.

**Why the axis is rarely occupied**

The energy is lowest at θ = 0, yet the moment is within one degree of that direction for less than 2 percent of the time. The density per unit solid angle does peak on the axis. The density per unit angle, p(θ), also contains the ring factor sinθ, which vanishes there. Its maximum follows from

dp/dθ = (cosθ/Z) exp(−Δ sin²θ) [1 − 2Δ sin²θ] = 0.

Inside the well cosθ > 0, so the bracket must vanish:

sinθ = 1/√(2Δ), which gives θ = 5.24°.

The role of the ring factor is clear from an easier requirement: let only m_x be small, |m_x| < sinθ₀, with m_y free. To leading order m_x has the Gaussian density √(Δ/π) exp(−Δ m_x²). With t = √Δ m_x and sinθ₀ ≈ θ₀,

P(|m_x| < sinθ₀) ≈ (2/√π) ∫₀^(√Δ θ₀) e^(−t²) dt = erf(√Δ θ₀) = 15.2 percent.

This is the probability of a narrow strip across the patch, not of a small disc at its centre. Requiring both components to be small multiplies two such probabilities, 0.152 × 0.152 = 0.023, which describes a square of side 2θ₀. The disc inscribed in that square has π/4 of its area, and the density is nearly constant over so small a region. The result is 0.023 × π/4 ≈ 0.018, the answer to (b) again.

**Correction for the true shape of the well**

The leading formulas replace sin²θ by a parabola and a piece of the sphere by a plane. To find the first correction, expand in w:

(1 − w)^(−1/2) = 1 + w/2 + …

θ = arcsin √w = √w + w^(3/2)/6 + …, so θ² = w + w²/3 + …

The required integrals are ∫₀^∞ wⁿ e^(−Δw) dw = n!/Δ^(n+1). In the numerator of ⟨θ²⟩,

(w + w²/3)(1 + w/2) = w + (1/3 + 1/2) w² + … = w + (5/6) w² + …,

which integrates to

1/Δ² + (5/6)(2/Δ³) = (1/Δ²)[1 + 5/(3Δ)].

The denominator is

1/Δ + (1/2)(1/Δ²) = (1/Δ)[1 + 1/(2Δ)].

Dividing, and keeping the first power of 1/Δ in the bracket,

⟨θ²⟩ ≈ (1/Δ)[1 + 5/(3Δ) − 1/(2Δ)] = (1/Δ)[1 + 7/(6Δ)].

The coefficient 7/6 has two sources, which can be separated by working in θ. Relative to the leading density, proportional to θ exp(−Δθ²), the true weight has an extra factor 1 + ε(θ). Since sin²θ ≈ θ² − θ⁴/3 and sinθ ≈ θ(1 − θ²/6),

ε(θ) ≈ Δθ⁴/3 − θ²/6.

To first order, this factor changes the average by ⟨θ²ε⟩ − ⟨θ²⟩⟨ε⟩, where the averages use the leading density and ⟨θ^(2n)⟩ = n!/Δⁿ. The first term of ε gives

(Δ/3)(6/Δ³ − 2/Δ³) = 4/(3Δ²),

and the second gives

−(1/6)(2/Δ² − 1/Δ²) = −1/(6Δ²).

Their sum is 7/(6Δ²), as before. The positive part arises because the true well is softer than the parabola, which lets the moment tilt further. The smaller negative part arises because a ring on a sphere is shorter than a circle of radius θ on a plane.

For the probability, the cap reaches only to w₀ = sin²θ₀, far below 1/Δ. The term w/2 can therefore be dropped in the numerator, but not in the denominator, which extends over the whole well:

P ≈ [1 − exp(−Δ sin²θ₀)] [1 − 1/(2Δ)].

This form holds for w₀ ≪ 1/Δ. For larger θ₀ the correction is no longer right: the formula levels off at 1 − 1/(2Δ), whereas P must approach 1.

At Δ = 60 the corrected formulas give θ_rms = 7.468° and P = 1.796 percent. Numerical integration over the full well gives 7.472° and 1.796 percent.

**Comparison of estimate and solution**

The scaling argument gave 7.4° and about 2 percent. The leading-order solution gives 7.40° and 1.81 percent, and the full well gives 7.47° and 1.80 percent. The familiar-looking value 7.4° is thus the small-angle result; rounded to one decimal, the full sin²θ well gives 7.5°. The small-angle value of θ_rms is 1.0 percent too low relative to the full-well value, and that of P is 0.9 percent too high. In a real bit, uncertainty in Δ can easily matter more: since θ_rms varies as Δ^(−1/2), a 2 percent change in Δ already shifts it by 1 percent.

The close success of the estimate rests on the choice of k_B T rather than k_B T/2, which the two transverse directions justify. The area ratio Δθ₀² is also the first term in the expansion of the solution,

1 − exp(−Δθ₀²) = Δθ₀² − (Δθ₀²)²/2 + …,

so the estimate works while Δθ₀² ≪ 1. For a cap as wide as the thermal patch, θ₀ = 1/√Δ, it would give 1, whereas the leading-order solution gives 1 − 1/e, about 63 percent.

An independent check draws directions uniformly over the sphere and weights them by the Boltzmann factor, so that the ring factor is not inserted by hand. It gives 7.48° for θ_rms and 1.73 percent for P. The second value is less precise because only about 600 of the sampled directions fall inside the one-degree cap, which implies a statistical error of about 4 percent of P. The numerical output lists these values.

**Stability is not alignment**

A barrier of 60 k_B T makes the top of the barrier extremely improbable, with a Boltzmann factor of 8.8 × 10⁻²⁷, yet it leaves a typical tilt of several degrees. The two quantities respond very differently to Δ: the factor is e^(−Δ), whereas the angle falls only as 1/√Δ. To see how slow this is, ask what barrier would keep the moment within 1° for half of the time. Setting P = 1/2,

exp(−Δθ₀²) = 1/2, hence Δ = ln 2/θ₀² = 2275.

That is about 38 times the barrier in the problem. Integration over the full well at this Δ gives 49.99 percent, which confirms the leading formula there.

The opposite limit shows where the formulas fail. As Δ → 0 the weight becomes uniform over the hemisphere, and

⟨θ²⟩ → ∫₀^(π/2) θ² sinθ dθ = π − 2,

a finite value, while 1/Δ diverges. In that limit the premise fails as well, since nothing then holds the moment in one well.

Two further conditions concern the model itself. An applied field or an in-plane anisotropy changes the curvature of the well, and the two transverse directions may then have different spreads. A field with an in-plane component also moves the minimum off the easy axis, so θ then contains a static tilt as well as the thermal one. The result also uses one number, E_b, for both the barrier height and the curvature at the minimum. Even for rigid rotation, a higher-order anisotropy breaks this link. With E = K₁ sin²θ + K₂ sin⁴θ and small K₂/K₁, the barrier is K₁ + K₂, while the curvature at the minimum is set by K₁ alone. At the same barrier of 60 k_B T, the full-well θ_rms is 8.1° for K₂/K₁ = 0.2 and 6.7° for K₂/K₁ = −0.2. If a real bit reverses non-uniformly, over a barrier lower than that of rigid rotation, a value of Δ inferred from its retention time does not by itself fix the thermal angle.

Numbers as computed

```
Barrier ratio Delta: 60
Temperature: 300 K
Thermal energy k_B T: 4.1419e-21 J
Barrier energy E_b: 2.4852e-19 J
Barrier energy E_b: 1.551 eV
Boltzmann factor at barrier top: 8.76e-27
Angle limit theta0: 1.0 degree
Angle limit theta0: 0.017453 rad
Mean square angle, small-angle: 0.016667 rad^2
RMS angle, small-angle: 0.12910 rad
RMS angle, small-angle: 7.397 degree
RMS angle, first-order corrected: 7.468 degree
RMS angle, full well: 7.472 degree
RMS angle, random directions: 7.48 degree
Exponent Delta*theta0^2: 0.018277
P within theta0, small-angle: 1.811 percent
P within theta0, corrected: 1.796 percent
P within theta0, full well: 1.796 percent
P within theta0, random directions: 1.73 percent
Most probable angle: 5.24 degree
One-axis rms component: 0.09129 (dimensionless)
One-axis rms tilt: 5.23 degree
One-axis P within theta0: 15.2 percent
One-axis P, random directions: 14.9 percent
Correction coefficient, numerical: 1.1672
Correction coefficient, 7/6: 1.1667
Delta for half probability within theta0: 2275
Full-well P at that Delta: 49.99 percent
```
